**MP2 dipole and force: relaxed density against finite differences**

The program tests that the derivative of the closed-shell MP2 energy for a one-electron perturbation V in a fixed basis is tr(D_rel V) plus the nuclear term. D_rel is the RHF density plus the occupied–occupied and virtual–virtual MP2 blocks and an occupied–virtual block z/2. Here z solves (orbital gaps + A) z = −X, where X is the derivative of the MP2 correlation energy for occupied–virtual rotations and A is the two-electron part of the SCF response matrix.

For CO in cc-pVDZ it asserts that the relaxed density reproduces the finite-field MP2 dipole, that the unrelaxed density reproduces the frozen-orbital derivative, and that their difference follows from the SCF orbital changes. The output gives −0.0506 e·bohr for the unrelaxed density and +0.1416 e·bohr for both the relaxed density and the finite field. It also asserts that the frozen-orbital slope plus the z-term equals the finite-difference slope dE/dR for two ways of carrying the orbitals, and that the relaxed density gives the derivative for a displaced O charge in a fixed basis.

For LiH in STO-3G, explicit determinant matrices confirm the first- and second-order densities, including the block from second-order singles. The same matrices show that the FCI expectation value equals the FCI field derivative.

## Program and output

```python
"""Result under test: the derivative of the closed-shell MP2 energy with respect
to a one-electron perturbation V is tr(D_rel V), where D_rel contains an
occupied-virtual block z/2 from the orbital response. The unrelaxed density,
without that block, is the derivative with the SCF orbitals frozen.
Symbols: t = MP2 amplitudes, u = 2t - exchanged t, X = derivative of the MP2
correlation energy for occupied-virtual rotations, z = solution of
(orbital gaps + A) z = -X. Atomic units. Field F enters as h + F*z_coordinate,
and dipole = -dE/dF. First atom at the origin, second atom on the +z axis.
"""
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy import constants
from pyscf import gto, scf
from pyscf.fci import direct_spin1


def einsum(pattern, *arrays):
    return np.einsum(pattern, *arrays, optimize=True)


def derivative(function, step):
    """Five-point central derivative at zero, for numbers or arrays."""
    return (8 * (function(step) - function(-step))
            - (function(2 * step) - function(-2 * step))) / (12 * step)


@lru_cache(maxsize=None)
def make_system(first, second, bond, basis):
    mol = gto.M(atom=[[first, (0, 0, 0)], [second, (0, 0, bond)]],
                basis=basis, unit="Bohr", verbose=0)
    return SimpleNamespace(
        mol=mol, h=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
        S=mol.intor("int1e_ovlp"), eri=mol.intor("int2e"),
        enuc=mol.energy_nuc(), nocc=mol.nelectron // 2,
        z=mol.intor("int1e_r")[2],
        nuclear_dipole=float(mol.atom_charges() @ mol.atom_coords()[:, 2]))


def perturbed(system, dh, denuc):
    changed = SimpleNamespace(**vars(system))
    changed.h = system.h + dh
    changed.enuc = system.enuc + denuc
    return changed


def in_field(system, field):
    return perturbed(system, field * system.z, -field * system.nuclear_dipole)


def scf_orbitals(system, guess=None):
    mf = scf.RHF(system.mol)
    mf.get_hcore = lambda *args: system.h
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-9
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf.mo_coeff


def fock_and_energy(system, C):
    occ = C[:, :system.nocc]
    P = 2 * occ @ occ.T
    F = (system.h + einsum("pqrs,rs->pq", system.eri, P)
         - 0.5 * einsum("prqs,rs->pq", system.eri, P))
    return C.T @ F @ C, 0.5 * np.sum(P * (system.h + F)) + system.enuc


def energies(system, C):
    """Determinant energy and total MP2 energy for any orthonormal orbitals;
    the occupied-virtual Fock block is left out of the correlation part."""
    n = system.nocc
    F, e_det = fock_and_energy(system, C)
    eo, Uo = np.linalg.eigh(F[:n, :n])
    ev, Uv = np.linalg.eigh(F[n:, n:])
    Co, Cv = C[:, :n] @ Uo, C[:, n:] @ Uv
    K = einsum("pqrs,pi,qa,rj,sb->iajb", system.eri, Co, Cv, Co, Cv)
    gap = eo[:, None] - ev[None, :]
    t = K / (gap[:, :, None, None] + gap[None, None, :, :])
    e2 = np.sum(K * (2 * t - t.transpose(0, 3, 2, 1)))
    return np.array([e_det, e_det + e2])


def mp2_densities(system, C):
    n, nmo = system.nocc, C.shape[1]
    o, v = slice(0, n), slice(n, nmo)
    F, _ = fock_and_energy(system, C)
    e = np.diag(F)
    g = einsum("pqrs,pi,qj,rk,sl->ijkl", system.eri, C, C, C, C)
    K = g[o, v, o, v]
    gap = e[o][:, None] - e[v][None, :]
    t = K / (gap[:, :, None, None] + gap[None, None, :, :])
    u = 2 * t - t.transpose(0, 3, 2, 1)
    D = np.zeros((nmo, nmo))
    D[o, o] = -2 * einsum("iakb,jakb->ij", u, t)
    D[v, v] = 2 * einsum("iajc,ibjc->ab", u, t)
    X_integrals = (4 * einsum("ibkc,abkc->ai", u, g[v, v, o, v])
                   - 4 * einsum("jakc,jikc->ai", u, g[o, o, o, v]))
    X = (X_integrals + 4 * einsum("pq,pqai->ai", D, g[:, :, v, o])
         - 2 * einsum("pq,paqi->ai", D, g[:, v, :, o]))
    A = (4 * g[v, o, v, o] - g[v, v, o, o].transpose(0, 2, 1, 3)
         - g[v, o, v, o].transpose(0, 3, 2, 1))
    up = -gap.T
    hessian = A.reshape(up.size, up.size) + np.diag(up.ravel())
    z = np.linalg.solve(hessian, -X.ravel()).reshape(up.shape)
    hf = np.diag([2.0] * n + [0.0] * (nmo - n))

    def with_ov(block):
        full = hf + D
        full[v, o] += block / 2
        full[o, v] += block.T / 2
        return full

    return SimpleNamespace(hf=hf, D=D, unrelaxed=hf + D, relaxed=with_ov(z),
                           singles=with_ov(-X_integrals / up), X=X, z=z, F=F,
                           g=g, norm=np.sum(u * t), o=o, v=v)


def dipole(system, C, density):
    return system.nuclear_dipole - np.sum(density * (C.T @ system.z @ C))


# ---------------- CO: dipole ----------------
BOND, BASIS = 2.15, "cc-pvdz"
co = make_system("C", "O", BOND, BASIS)
C0 = scf_orbitals(co)
n = co.nocc
guess = 2 * C0[:, :n] @ C0[:, :n].T
d = mp2_densities(co, C0)
e_hf, e_mp2 = energies(co, C0)
mu_hf, mu_unrel, mu_singles, mu_rel = [
    dipole(co, C0, rho) for rho in (d.hf, d.unrelaxed, d.singles, d.relaxed)]
mu_normalized = dipole(co, C0, d.hf + d.D / (1 + d.norm))


def relaxed_field_data(field):
    system = in_field(co, field)
    C = scf_orbitals(system, guess)
    overlap = C0.T @ co.S @ C[:, :n]
    projector = overlap @ overlap.T
    return np.concatenate([energies(system, C), projector[d.v, d.o].ravel()])


FIELD_STEP = 0.002
field_slopes = derivative(relaxed_field_data, FIELD_STEP)
mu_hf_fd, mu_mp2_fd = -field_slopes[:2]
mu_frozen_fd = -derivative(lambda f: energies(in_field(co, f), C0), FIELD_STEP)[1]
mu_orbital_term = -float(d.X.ravel() @ field_slopes[2:])

assert abs(np.trace(d.relaxed) - co.mol.nelectron) < 1e-9
assert abs(mu_hf - mu_hf_fd) < 2e-6
assert abs(mu_rel - mu_mp2_fd) < 2e-6
assert abs(mu_unrel - mu_frozen_fd) < 2e-6
assert abs(mu_orbital_term - (mu_rel - mu_unrel)) < 2e-6
# The competing densities must miss by far more than the numerical error.
for wrong in (mu_unrel, mu_normalized, mu_singles):
    assert abs(wrong - mu_mp2_fd) > 2e-4

# ---------------- CO: force with basis functions that follow the nuclei -------


def carried_orbitals(system, symmetric):
    M = C0.T @ system.S @ C0
    if symmetric:
        w, U = np.linalg.eigh(M)
        return C0 @ (U / np.sqrt(w)) @ U.T
    return C0 @ np.linalg.inv(np.linalg.cholesky(M)).T


def frozen_bond_data(shift, symmetric):
    system = make_system("C", "O", BOND + shift, BASIS)
    C = carried_orbitals(system, symmetric)
    F, _ = fock_and_energy(system, C)
    return np.concatenate([[energies(system, C)[1]], F[d.v, d.o].ravel()])


def relaxed_bond_energy(shift):
    system = make_system("C", "O", BOND + shift, BASIS)
    return energies(system, scf_orbitals(system, guess))[1]


BOND_STEP = 0.005
slope_fd = derivative(relaxed_bond_energy, BOND_STEP)
frozen_slopes, response_slopes = [], []
for symmetric in (True, False):
    data = derivative(lambda s: frozen_bond_data(s, symmetric), BOND_STEP)
    frozen_slopes.append(data[0])
    response_slopes.append(float(d.z.ravel() @ data[1:]))
    assert abs(frozen_slopes[-1] + response_slopes[-1] - slope_fd) < 5e-6
    assert abs(frozen_slopes[-1] - slope_fd) > 1e-4
assert abs(frozen_slopes[0] - frozen_slopes[1]) > 5e-5

# ---------------- CO: move only the O nuclear charge, basis fixed -------------
Z_C, Z_O = [int(q) for q in co.mol.atom_charges()]


def inverse_distance(position):
    with co.mol.with_rinv_origin((0, 0, position)):
        return co.mol.intor("int1e_rinv")


def moved_charge_energy(shift):
    dh = -Z_O * (inverse_distance(BOND + shift) - inverse_distance(BOND))
    denuc = Z_C * Z_O * (1 / (BOND + shift) - 1 / BOND)
    system = perturbed(co, dh, denuc)
    return energies(system, scf_orbitals(system, guess))[1]


with co.mol.with_rinv_origin((0, 0, BOND)):
    half = co.mol.intor("int1e_iprinv")[2]
dV = C0.T @ (-Z_O * (half + half.T)) @ C0
charge_rel, charge_unrel = [np.sum(rho * dV) - Z_C * Z_O / BOND**2
                            for rho in (d.relaxed, d.unrelaxed)]
charge_fd = derivative(moved_charge_energy, 5e-4)
# Tight core functions make this energy vary quickly, hence the wider tolerance.
assert abs(charge_rel - charge_fd) < 2e-5
assert abs(charge_unrel - charge_fd) > 1e-4
assert abs(charge_rel - slope_fd) > 1e-3

# ---------------- LiH: explicit matrices in the full determinant space --------
lih = make_system("Li", "H", 3.0, "sto-3g")
CL = scf_orbitals(lih)
q = mp2_densities(lih, CL)
norb, nelec = CL.shape[1], (lih.nocc, lih.nocc)
strings = direct_spin1.cistring.num_strings(norb, lih.nocc)
size = strings**2


def determinant_matrix(one_body, two_body):
    operator = direct_spin1.absorb_h1e(one_body, two_body, norb, nelec, 0.5)
    columns = [direct_spin1.contract_2e(operator, row.reshape(strings, strings),
                                        norb, nelec).ravel()
               for row in np.eye(size)]
    return np.array(columns).T


def raw_density(vector):
    """Density of a vector as it stands, quadratic in the vector."""
    return direct_spin1.make_rdm1(vector.reshape(strings, strings), norb, nelec)


no_pairs = np.zeros_like(q.g)
H_full = determinant_matrix(CL.T @ lih.h @ CL, q.g)
H_zero = determinant_matrix(q.F, no_pairs)
Z_matrix = determinant_matrix(CL.T @ lih.z @ CL, no_pairs)
W = H_full - H_zero
levels = np.diag(H_zero)
excitation = levels[1:] - levels[0]

# Perturbation theory in W, each correction orthogonal to the determinant psi0.
psi0, psi1, psi2 = np.zeros((3, size))
psi0[0] = 1.0
psi1[1:] = -W[1:, 0] / excitation
psi2[1:] = -(W @ psi1 - W[0, 0] * psi1)[1:] / excitation

e2_determinants = float(W[0] @ psi1)
lih_energies = energies(lih, CL)
assert abs(e2_determinants - (lih_energies[1] - lih_energies[0])) < 1e-8
norm1 = float(psi1 @ psi1)
first_order_density = raw_density(psi0 + psi1) / (1 + norm1)
error_first = np.max(np.abs(first_order_density - q.hf - q.D / (1 + q.norm)))
assert error_first < 1e-7

# All second-order terms of the normalized expectation value.
cross_terms = raw_density(psi0 + psi2) - raw_density(psi0) - raw_density(psi2)
second_order = raw_density(psi1) - norm1 * raw_density(psi0) + cross_terms
error_second = np.max(np.abs(second_order - (q.singles - q.hf)))
largest_ov = np.max(np.abs(second_order[q.v, q.o]))
assert error_second < 1e-7
assert largest_ov > 1e-4

mu_fci = dipole(lih, CL, raw_density(np.linalg.eigh(H_full)[1][:, 0]))
mu_fci_fd = lih.nuclear_dipole - derivative(
    lambda f: np.linalg.eigvalsh(H_full + f * Z_matrix)[0], 1e-3)
assert abs(mu_fci - mu_fci_fd) < 1e-6
lih_mu = [dipole(lih, CL, rho)
          for rho in (q.hf, q.unrelaxed, q.singles, q.relaxed)]
lih_fd = -derivative(lambda f: energies(
    in_field(lih, f), scf_orbitals(in_field(lih, f)))[1], 1e-3)
assert abs(lih_mu[3] - lih_fd) < 2e-6

# ---------------- printed numbers ----------------
debye = (constants.e * constants.physical_constants["Bohr radius"][0]
         / (1e-21 / constants.c))
print(f"CO, {BASIS}, bond length {BOND:.2f} bohr, all electrons correlated")
print(f"basis functions {C0.shape[1]}, occupied orbitals {n}")
print(f"RHF energy                        {e_hf:.6f} hartree")
print(f"MP2 correlation energy            {e_mp2 - e_hf:.6f} hartree")
print(f"norm N of first-order function    {d.norm:.5f}")
print(f"electrons moved to virtuals       {np.trace(d.D[d.v, d.v]):.5f}")
print("CO dipole in e*bohr; positive: O is the positive end")
print(f"field step                        {FIELD_STEP:.4f} a.u.")
print(f"RHF expectation value             {mu_hf:.6f}")
print(f"RHF finite field                  {mu_hf_fd:.6f}")
print(f"MP2 normalized first-order state  {mu_normalized:.6f}")
print(f"MP2 unrelaxed density             {mu_unrel:.6f}")
print(f"MP2 frozen-orbital finite field   {mu_frozen_fd:.6f}")
print(f"MP2 with second-order singles     {mu_singles:.6f}")
print(f"MP2 relaxed density               {mu_rel:.6f}")
print(f"MP2 finite field                  {mu_mp2_fd:.6f}")
print(f"relaxed minus unrelaxed           {mu_rel - mu_unrel:.6f}")
print(f"same from SCF orbital changes     {mu_orbital_term:.6f}")
print(f"one e*bohr                        {debye:.5f} debye")
print(f"RHF dipole                        {mu_hf * debye:.4f} debye")
print(f"MP2 unrelaxed dipole              {mu_unrel * debye:.4f} debye")
print(f"MP2 relaxed dipole                {mu_rel * debye:.4f} debye")
print("CO energy slope dE/dR in hartree/bohr (force is minus this)")
print(f"MP2 finite difference             {slope_fd:.6f}")
for name, a, b in zip(("symmetric", "triangular"), frozen_slopes, response_slopes):
    print(f"{name} carrying: frozen part  {a:.6f}")
    print(f"{name} carrying: z-term       {b:.6f}")
    print(f"{name} carrying: sum          {a + b:.6f}")
print("O charge moved, basis fixed: dE/ds in hartree/bohr")
print(f"finite difference                 {charge_fd:.5f}")
print(f"relaxed density                   {charge_rel:.5f}")
print(f"unrelaxed density                 {charge_unrel:.5f}")
print(f"LiH, STO-3G, bond length 3.00 bohr, {size} determinants")
print(f"largest second-order occ-virt density element {largest_ov:.6f}")
print(f"largest error of second-order density formula {error_second:.1e}")
print("LiH dipole in e*bohr; negative: H is the negative end")
for name, value in zip(("RHF", "MP2 unrelaxed", "MP2 with second-order singles",
                        "MP2 relaxed"), lih_mu):
    print(f"{name:33s} {value:.6f}")
print(f"MP2 finite field                  {lih_fd:.6f}")
print(f"FCI expectation value             {mu_fci:.6f}")
print(f"FCI finite field                  {mu_fci_fd:.6f}")
print("every check passed")
```

Printed output:

```
CO, cc-pvdz, bond length 2.15 bohr, all electrons correlated
basis functions 28, occupied orbitals 7
RHF energy                        -112.748190 hartree
MP2 correlation energy            -0.292487 hartree
norm N of first-order function    0.09357
electrons moved to virtuals       0.18715
CO dipole in e*bohr; positive: O is the positive end
field step                        0.0020 a.u.
RHF expectation value             -0.110256
RHF finite field                  -0.110256
MP2 normalized first-order state  -0.055711
MP2 unrelaxed density             -0.050607
MP2 frozen-orbital finite field   -0.050607
MP2 with second-order singles     0.200975
MP2 relaxed density               0.141599
MP2 finite field                  0.141599
relaxed minus unrelaxed           0.192206
same from SCF orbital changes     0.192206
one e*bohr                        2.54175 debye
RHF dipole                        -0.2802 debye
MP2 unrelaxed dipole              -0.1286 debye
MP2 relaxed dipole                0.3599 debye
CO energy slope dE/dR in hartree/bohr (force is minus this)
MP2 finite difference             -0.020287
symmetric carrying: frozen part  -0.083090
symmetric carrying: z-term       0.062803
symmetric carrying: sum          -0.020287
triangular carrying: frozen part  -0.040978
triangular carrying: z-term       0.020691
triangular carrying: sum          -0.020287
O charge moved, basis fixed: dE/ds in hartree/bohr
finite difference                 -0.63371
relaxed density                   -0.63371
unrelaxed density                 -0.66172
LiH, STO-3G, bond length 3.00 bohr, 225 determinants
largest second-order occ-virt density element 0.018600
largest error of second-order density formula 5.2e-16
LiH dipole in e*bohr; negative: H is the negative end
RHF                               -1.910368
MP2 unrelaxed                     -1.896428
MP2 with second-order singles     -1.881958
MP2 relaxed                       -1.868993
MP2 finite field                  -1.868993
FCI expectation value             -1.818154
FCI finite field                  -1.818154
every check passed
```
